# Spin-Spiral Inversion: Aliasing, Biquadratic Exchange and Moment Softening: a program that tests the result

```python
"""Spin-spiral energies -> real-space couplings, with aliasing and softening.

Result under test. Energy per site of a one-moment-per-cell magnet:
  E = L(x) - x/2 sum_R J_R e0.eR - x^2/2 sum_R B_R (e0.eR)^2,
x = (m/m0)^2, R over all neighbours of both signs, cone angle theta,
s = sin(theta)^2, u_R = 1 - cos(q.R), K = d2E/dx2 of the ferromagnet at x=1.
Relaxed energy: C1 s + C2 s^2 + ..., where
  C1 = sum(J u)/2 + sum(B u),  G = sum(J u)/2 + 2 sum(B u),
  dx/ds = -G/K,  C2 = -sum(B u^2)/2 - G^2/(2K).
A mesh of N wave vectors returns couplings summed over R = h modulo N.
Energies are in meV; the chain has unit spacing, q is the angle per site.
"""
import numpy as np
from scipy.optimize import minimize_scalar

SHELLS = np.arange(1, 5)
J_TRUE = np.array([10.0, -2.0, 1.0, 0.5])
B_TRUE = np.array([0.8, -0.2, 0.0, 0.0])
K_TRUE = 200.0
# The relaxed energy is rational in s; nine angles make the polynomial
# truncation error negligible, six do not.
ANGLES = np.radians(np.arange(10, 91, 10))
SIX_ANGLES = np.radians(np.arange(15, 91, 15))
S_VALUES = np.sin(ANGLES)**2


def spin(site, q, theta):
    return np.array([np.sin(theta)*np.cos(q*site),
                     np.sin(theta)*np.sin(q*site), np.cos(theta)])


def energy(x, q, theta, J=J_TRUE, B=B_TRUE, K=K_TRUE):
    """Energy relative to the ferromagnet at x=1, from explicit vectors."""
    j_sum, b_sum = 2*J.sum(), 2*B.sum()
    total = (j_sum/2 + b_sum)*(x - 1) + (K + b_sum)/2*(x - 1)**2
    home = 3
    for r, j, b in zip(SHELLS, J, B):
        for sign in (1, -1):
            dot = spin(home, q, theta) @ spin(home + sign*r, q, theta)
            total -= x/2*j*dot + x**2/2*b*dot**2
    return total + j_sum/2 + b_sum/2


def relax(q, theta, **model):
    """The energy is a parabola in x, so three points locate its minimum."""
    h = 0.2
    low, mid, high = [energy(x, q, theta, **model) for x in (1-h, 1, 1+h)]
    slope, curvature = (high - low)/(2*h), (high - 2*mid + low)/h**2
    return mid - slope**2/(2*curvature), 1 - slope/curvature


def cone_fit(q, angles=ANGLES):
    """C1, C2 and dx/ds from relaxed energies and moments."""
    s = np.sin(angles)**2
    data = np.array([relax(q, t) for t in angles])
    powers = np.vander(s, increasing=True)
    e_coef = np.linalg.solve(powers, data[:, 0]/s)
    x_coef = np.linalg.solve(powers, (data[:, 1] - 1)/s)
    return e_coef[0], e_coef[1], x_coef[0]


def fourier(values):
    """Coefficients for h = 1..N-1 of an even function on the mesh."""
    n = len(values)
    q = 2*np.pi*np.arange(n)/n
    return np.array([np.mean(values*np.cos(q*h)) for h in range(1, n)])


def solve_quartic(values):
    """Folded B from mesh values of sum(B u^2)."""
    n = len(values)
    matrix = -2*np.eye(n - 1)
    for h in range(1, n):
        target = 2*h % n
        if target:
            matrix[target - 1, h - 1] += 0.5
    return np.linalg.solve(matrix, fourier(values))


def fold(couplings, n):
    """Direct sum of the true couplings over each class modulo n."""
    out = np.zeros(n)
    for r, value in zip(SHELLS, couplings):
        out[r % n] += value
        out[-r % n] += value
    return out[1:]


def shortest(folded):
    """Shortest-image couplings; a tie at n/2 is shared by both images."""
    n = len(folded) + 1
    out = folded[:n//2].copy()
    if n % 2 == 0:
        out[-1] /= 2
    return out


# Ferromagnetic longitudinal stiffness, measured by finite differences
step = 0.05
K = (energy(1+step, 0, 0) - 2*energy(1, 0, 0) + energy(1-step, 0, 0))/step**2
assert abs(K - K_TRUE) < 1e-7
assert abs(relax(0.0, 1.0)[0]) < 1e-10
for q, t in ((0.7, 0.6), (2.3, 1.4)):
    opt = minimize_scalar(lambda x: energy(x, q, t), bounds=(0.5, 1.3),
                          method='bounded', options={'xatol': 1e-9})
    assert abs(opt.fun - relax(q, t)[0]) < 1e-9
    assert abs(opt.x - relax(q, t)[1]) < 1e-5

# Closed relaxed energy, its expansion, and a check by frozen moments
for q in (0.4, 1.3, 2*np.pi/3, 3.0):
    u = 1 - np.cos(q*SHELLS)
    ju, bu, buu = 2*J_TRUE@u, 2*B_TRUE@u, 2*B_TRUE@u**2
    G = ju/2 + 2*bu
    for t, s in zip(ANGLES, S_VALUES):
        closed = (s*(ju/2 + bu) - s**2*buu/2
                  - (G*s - s**2*buu)**2/(2*(K + 2*s*bu - s**2*buu)))
        assert abs(relax(q, t)[0] - closed) < 1e-9
    C1, C2, dx = cone_fit(q)
    assert abs(C1 - ju/2 - bu) < 1e-5
    assert abs(dx + G/K) < 1e-6
    assert abs(C2 + buu/2 + G**2/(2*K)) < 1e-5
    frozen = np.array([energy(1, q, t) for t in ANGLES])/S_VALUES
    line = np.polyfit(S_VALUES[[2, 8]], frozen[[2, 8]], 1)
    assert np.allclose(np.polyval(line, S_VALUES), frozen, atol=1e-10)
    assert abs(-2*line[0] - (-2*C2 - K*dx**2)) < 2e-5
C2_compare = [-buu/2 - G**2/(2*K), C2, cone_fit(q, SIX_ANGLES)[1]]

# Complete inversion on meshes above and below the aliasing limit
results = {}
for n in (4, 5, 6, 7, 8, 9):
    fits = np.array([cone_fit(2*np.pi*k/n) for k in range(n)])
    quartic = -2*fits[:, 1] - K*fits[:, 2]**2
    B_fold = solve_quartic(quartic)
    J_eff = -2*fourier(fits[:, 0])
    J_fold = J_eff - 2*B_fold
    assert np.allclose(B_fold, fold(B_TRUE, n), atol=2e-5)
    assert np.allclose(J_fold, fold(J_TRUE, n), atol=5e-5)
    results[n] = (shortest(J_fold), shortest(B_fold), shortest(J_eff))
    if n == 9:
        B_ignoring = shortest(solve_quartic(-2*fits[:, 1]))
for n in (8, 9):
    assert np.allclose(results[n][0], J_TRUE, atol=5e-5)
assert np.max(abs(results[7][0] - J_TRUE[:3])) > 0.4

# Long-wave stiffness C1 = A q^2 and an off-mesh value of C1
small_q = 0.01
A_direct = cone_fit(small_q)[0]/small_q**2
C1_direct = cone_fit(np.pi/2)[0]
A_mesh, C1_mesh = {}, {}
for n in (9, 6, 5):
    r = np.arange(1, n//2 + 1)
    A_mesh[n] = 0.5*np.sum(r**2*results[n][2])
    C1_mesh[n] = np.sum(results[n][2]*(1 - np.cos(np.pi/2*r)))
assert abs(A_mesh[9] - A_direct) < 2e-3
assert abs(C1_mesh[9] - C1_direct) < 1e-4

# One-angle inversion: phantom couplings at twice the biquadratic range
q17 = 2*np.pi*np.arange(17)/17
B_half = np.array([0, B_TRUE[0], 0, B_TRUE[1]])
apparent = {}
for deg in (30, 90):
    t = np.radians(deg)
    rigid = np.array([energy(1, q, t) for q in q17])
    apparent[deg] = shortest(-2*fourier(rigid)/np.sin(t)**2)
    expected = J_TRUE + 2*np.cos(t)**2*B_TRUE + 0.5*np.sin(t)**2*B_half
    assert np.allclose(apparent[deg][:4], expected, atol=1e-9)
    assert np.max(abs(apparent[deg][4:])) < 1e-9
planar = np.array([relax(q, np.pi/2)[0] for q in q17])
apparent_relaxed = shortest(-2*fourier(planar))

# Softening and biquadratic exchange can have identical spiral energies
unit = np.array([1.0, 0, 0, 0])
J_near = J_TRUE[0]
B_mimic = J_near**2/(2*K)
for q in (0.5, 1.7, 3.1):
    for t in (0.3, 0.9, 1.5):
        soft, x_soft = relax(q, t, J=J_near*unit, B=0*unit)
        rigid = energy(1, q, t, J=(J_near - 2*B_mimic)*unit, B=B_mimic*unit)
        assert abs(soft - rigid) < 1e-9 and x_soft < 1 - 1e-4

# Concavity for bilinear exchange with a non-parabolic longitudinal energy
D_half = 2*J_near  # sum(J u)/2 for nearest neighbours at q = pi


def soft_general(s):
    def f(x):
        return 100*(x-1)**2 + 60*(x-1)**3 + x*s*D_half
    return minimize_scalar(f, bounds=(0.6, 1.2), method='bounded',
                           options={'xatol': 1e-10}).fun


curve = np.array([soft_general(s) for s in np.linspace(0, 1, 11)])
assert np.all(np.diff(curve, 2) < -1e-3)
s0 = 0.02
assert abs((soft_general(s0) - s0*D_half)/s0**2 + D_half**2/400) < 5e-3
convex = [energy(1, np.pi, np.arcsin(np.sqrt(s)), B=-0.8*unit)
          for s in np.linspace(0, 1, 11)]
assert np.all(np.diff(convex, 2) > 1e-3)

# A three-site term equals the biquadratic one on spirals, not in general


def quartic_averages(spins):
    right = np.sum(spins*np.roll(spins, -1, axis=0), axis=1)
    left = np.sum(spins*np.roll(spins, 1, axis=0), axis=1)
    return np.mean(right**2), np.mean(right*left)


for k in range(12):
    ring = np.array([spin(i, 2*np.pi*k/12, 0.8) for i in range(12)])
    pair, triple = quartic_averages(ring)
    assert abs(pair - triple) < 1e-12
uudd = np.array([[0, 0, z] for z in (1, 1, -1, -1)]*3, dtype=float)
pair_uudd, triple_uudd = quartic_averages(uudd)
assert abs(pair_uudd - triple_uudd) > 1

# Folding rule in three dimensions: fcc lattice, mesh 3 x 4 x 5
rng = np.random.default_rng(4)
cell = 0.5*np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
recip = 2*np.pi*np.linalg.inv(cell).T
mesh = (3, 4, 5)
table = rng.normal(size=(7, 7, 7))
table = table + table[::-1, ::-1, ::-1]
table[3, 3, 3] = 0
labels = np.array(list(np.ndindex(7, 7, 7))) - 3
values = table.ravel()
positions = labels @ cell
theta3 = 0.7
E3, folded3 = np.zeros(mesh), np.zeros(mesh)
for k in np.ndindex(*mesh):
    phase = positions @ ((np.array(k)/np.array(mesh)) @ recip)
    vectors = np.stack([np.sin(theta3)*np.cos(phase),
                        np.sin(theta3)*np.sin(phase),
                        np.full(len(phase), np.cos(theta3))], axis=1)
    origin = np.array([np.sin(theta3), 0, np.cos(theta3)])
    E3[k] = -0.5*np.sum(values*(vectors @ origin - 1))
for label, value in zip(labels, values):
    folded3[tuple(label % np.array(mesh))] += value
recovered3 = -2*np.fft.ifftn(E3)/np.sin(theta3)**2
difference = recovered3 - folded3
assert abs(difference[0, 0, 0] + values.sum()) < 1e-9
difference[0, 0, 0] = 0
error3 = np.max(abs(difference))
assert error3 < 1e-9


def row(name, numbers, digits=4):
    body = ' '.join(f'{v + 0.0:.{digits}f}' for v in numbers)
    print(f'{name}: {body} meV')


row('input J, R=1..4', J_TRUE, 2)
row('input B, R=1..4', B_TRUE, 2)
row('longitudinal stiffness K', [K], 2)
print('Relaxed spiral at q = 120 degrees per site')
q = 2*np.pi/3
for t, s in zip(ANGLES, S_VALUES):
    e, x = relax(q, t)
    print(f'theta {np.degrees(t):.0f} deg, s {s:.4f}: E {e:.4f} meV, '
          f'E/s {e/s:.4f} meV, m/m0 {np.sqrt(x):.4f}')
C1, C2, dx = cone_fit(q)
row('C1', [C1])
row('C2', [C2])
print(f'dx/ds at s=0: {dx:.5f} (dimensionless)')
row('softening part of C2', [-K*dx**2/2])
row('biquadratic part of C2', [C2 + K*dx**2/2])
row('C2 at q=3 rad: formula, 9 angles, 6 angles', C2_compare, 6)
print('Couplings recovered from N-point meshes, R=1,2,...')
for n in (9, 6, 5):
    row(f'N={n} J', np.round(results[n][0], 4), 3)
    row(f'N={n} B', np.round(results[n][1], 4), 3)
    row(f'N={n} J+2B', np.round(results[n][2], 4), 3)
row('N=9 B if softening is ignored', B_ignoring)
print('Stiffness A in C1 = A q^2, q in radians per site')
row('A direct, small q', [A_direct], 3)
row('A from N=9, 6, 5', [A_mesh[n] for n in (9, 6, 5)], 3)
row('C1 at q=90 deg, direct', [C1_direct], 3)
row('C1 at q=90 deg from N=9, 6, 5', [C1_mesh[n] for n in (9, 6, 5)], 3)
print('Apparent J from one cone angle, N=17')
row('rigid, 30 deg, R=1..4', apparent[30][:4])
row('rigid, 90 deg, R=1..4', apparent[90][:4])
row('relaxed, 90 deg, R=1..4', apparent_relaxed[:4])
row('relaxed, 90 deg, R=5..8', apparent_relaxed[4:])
row('B mimicked by softening, J=10 meV chain', [B_mimic])
print(f'up-up-down-down averages: pair {pair_uudd:.1f}, '
      f'three-site {triple_uudd:.1f}')
print(f'largest fcc folding error: {error3:.1e} (model energy units)')
print('all assertions hold')
```

Printed output:

```
input J, R=1..4: 10.00 -2.00 1.00 0.50 meV
input B, R=1..4: 0.80 -0.20 0.00 0.00 meV
longitudinal stiffness K: 200.00 meV
Relaxed spiral at q = 120 degrees per site
theta 10 deg, s 0.0302: E 0.4369 meV, E/s 14.4894 meV, m/m0 0.9988
theta 20 deg, s 0.1170: E 1.6748 meV, E/s 14.3170 meV, m/m0 0.9953
theta 30 deg, s 0.2500: E 3.5149 meV, E/s 14.0595 meV, m/m0 0.9902
theta 40 deg, s 0.4132: E 5.6827 meV, E/s 13.7537 meV, m/m0 0.9842
theta 50 deg, s 0.5868: E 7.8868 meV, E/s 13.4398 meV, m/m0 0.9782
theta 60 deg, s 0.7500: E 9.8662 meV, E/s 13.1550 meV, m/m0 0.9729
theta 70 deg, s 0.8830: E 11.4172 meV, E/s 12.9296 meV, m/m0 0.9688
theta 80 deg, s 0.9698: E 12.4002 meV, E/s 12.7857 meV, m/m0 0.9663
theta 90 deg, s 1.0000: E 12.7363 meV, E/s 12.7363 meV, m/m0 0.9654
C1: 14.5500 meV
C2: -2.0183 meV
dx/ds at s=0: -0.08175 (dimensionless)
softening part of C2: -0.6683 meV
biquadratic part of C2: -1.3500 meV
C2 at q=3 rad: formula, 9 angles, 6 angles: -5.148173 -5.148173 -5.148071 meV
Couplings recovered from N-point meshes, R=1,2,...
N=9 J: 10.000 -2.000 1.000 0.500 meV
N=9 B: 0.800 -0.200 0.000 0.000 meV
N=9 J+2B: 11.600 -2.400 1.000 0.500 meV
N=6 J: 10.000 -1.500 1.000 meV
N=6 B: 0.800 -0.200 0.000 meV
N=6 J+2B: 11.600 -1.900 1.000 meV
N=5 J: 10.500 -1.000 meV
N=5 B: 0.800 -0.200 meV
N=5 J+2B: 12.100 -1.400 meV
N=9 B if softening is ignored: 1.2326 -0.2994 0.0918 -0.0361 meV
Stiffness A in C1 = A q^2, q in radians per site
A direct, small q: 9.499 meV
A from N=9, 6, 5: 9.500 6.500 3.250 meV
C1 at q=90 deg, direct: 7.800 meV
C1 at q=90 deg from N=9, 6, 5: 7.800 8.800 9.300 meV
Apparent J from one cone angle, N=17
rigid, 30 deg, R=1..4: 11.2000 -2.2000 1.0000 0.4750 meV
rigid, 90 deg, R=1..4: 10.0000 -1.6000 1.0000 0.4000 meV
relaxed, 90 deg, R=1..4: 9.4632 -1.3895 0.9264 0.4117 meV
relaxed, 90 deg, R=5..8: 0.0046 0.0003 0.0008 0.0001 meV
B mimicked by softening, J=10 meV chain: 0.2500 meV
up-up-down-down averages: pair 1.0, three-site -1.0
largest fcc folding error: 5.4e-15 (model energy units)
all assertions hold
```
